# Pressure derivative of silicon's bulk modulus from third-order elastic constants

**Question**

I have an exercise that gives third-order elastic constants for silicon,

$$C_{111}=-825,\qquad C_{112}=-451,\qquad C_{123}=-64\ \text{GPa},$$

together with a bulk modulus $K_0=98$ GPa at zero pressure. I am supposed to obtain a pressure derivative $K'=dK/dP$ near 4.2. I get about 5.15.

I stretched the crystal uniformly by a factor $\lambda$, called the strain $\varepsilon=\lambda-1$, and wrote the energy per unit reference volume as

$$W=\tfrac92K_0\varepsilon^2+\tfrac12S\varepsilon^3,\qquad S=C_{111}+6C_{112}+2C_{123}.$$

Since $V/V_0=\lambda^3$, the pressure is

$$P=-\frac{1}{3\lambda^2}\frac{dW}{d\varepsilon}=-\frac{3K_0\varepsilon+\tfrac12S\varepsilon^2}{\lambda^2}.$$

Then $K=-V\,dP/dV=-(\lambda/3)\,dP/d\lambda$ gives, to first order,

$$K=K_0+\left(\tfrac13S-3K_0\right)\varepsilon,\qquad P=-3K_0\varepsilon,$$

and hence $K'=1-S/(9K_0)$. I have rechecked the differentiation and can't find a mistake. Is the 1 real? And why am I not asked for $C_{11}$ and $C_{12}$ separately, or for any shear constants?

**Answer**

Your differentiation is right. The trouble is in the first line: the constants you were given multiply powers of a different strain. With the correct strain the 1 disappears.

**What the constants mean**

I take the constants in the usual Brugger convention. They are derivatives of the energy per reference volume with respect to the Lagrangian strain $\eta_{ij}$, taken at the stress-free state:

$$C_{IJ}=\frac{\partial^2W}{\partial\eta_I\,\partial\eta_J},\qquad C_{IJK}=\frac{\partial^3W}{\partial\eta_I\,\partial\eta_J\,\partial\eta_K}.$$

For a uniform stretch the three normal strains are equal and the shear strains vanish:

$$\eta_1=\eta_2=\eta_3=\eta=\tfrac12(\lambda^2-1).$$

Your strain and this one are related by

$$\eta=\tfrac12\left[(1+\varepsilon)^2-1\right]=\varepsilon+\tfrac12\varepsilon^2.$$

They agree to first order, which is enough for second-order constants. It is not enough here, because squaring $\eta$ produces a cubic term, $\eta^2=\varepsilon^2+\varepsilon^3+\dots$, of the same order as the term that carries the third-order constants.

**The energy under uniform strain**

With no linear term, because the reference state is stress-free, the expansion is

$$W=\frac12\sum_{I,J}C_{IJ}\eta_I\eta_J+\frac16\sum_{I,J,K}C_{IJK}\eta_I\eta_J\eta_K+\dots$$

Only the indices 1, 2, 3 contribute, since the shear strains are zero. This is why no shear constants are needed.

In the quadratic sum there are 3 terms with equal indices and 6 with unequal ones:

$$\frac12(3C_{11}+6C_{12})\eta^2=\frac32(C_{11}+2C_{12})\eta^2=\frac92K_0\eta^2,$$

where $K_0=(C_{11}+2C_{12})/3$. The two constants enter only through this combination, so you don't need them separately.

In the cubic sum there are $3^3=27$ ordered triples:

- 3 triples have all indices equal and give $C_{111}$.
- 18 triples have exactly two equal indices: 3 choices of the repeated index, 2 of the other, and 3 positions for the odd one out. They give $C_{112}$.
- 6 triples have all indices different and give $C_{123}$.

Silicon's cubic symmetry includes operations that exchange two cube axes, so all 18 mixed triples share one constant. The cubic term is therefore

$$\frac16(3C_{111}+18C_{112}+6C_{123})\eta^3=\frac12S\eta^3,$$

with the same $S$ as yours. Your counting was correct, and the energy should read

$$W=\frac92K_0\eta^2+\frac12S\eta^3.$$

**Pressure**

Let $J=V/V_0=\lambda^3$, and count pressure as positive in compression, so $P=-dW/dJ$. From $d\eta/d\lambda=\lambda$ and $dJ/d\lambda=3\lambda^2$,

$$\frac{d\eta}{dJ}=\frac{\lambda}{3\lambda^2}=\frac1{3\lambda}.$$

The energy derivative is $dW/d\eta=9K_0\eta+\tfrac32S\eta^2$, so

$$P=-\frac{1}{3\lambda}\left(9K_0\eta+\tfrac32S\eta^2\right)=-\frac{3K_0\eta+\tfrac12S\eta^2}{\lambda}.$$

**Bulk modulus**

The bulk modulus in the compressed state is

$$K=-J\frac{dP}{dJ}=-\frac{\lambda^3}{3\lambda^2}\frac{dP}{d\lambda}=-\frac{\lambda}{3}\frac{dP}{d\lambda}.$$

In differentiating $P$, the numerator contributes $d\eta/d\lambda=\lambda$, which cancels the $1/\lambda$. The denominator contributes a second term:

$$\frac{dP}{d\lambda}=-(3K_0+S\eta)+\frac{3K_0\eta+\tfrac12S\eta^2}{\lambda^2}.$$

Therefore

$$K=\lambda\left(K_0+\tfrac13S\eta\right)-\frac{3K_0\eta+\tfrac12S\eta^2}{3\lambda}.$$

Now expand to first order, using $\lambda=\sqrt{1+2\eta}=1+\eta+\dots$:

$$K=K_0+K_0\eta+\tfrac13S\eta-K_0\eta+\dots=K_0+\tfrac13S\eta+\dots$$

The two geometric terms $\pm K_0\eta$ cancel. With $P=-3K_0\eta+\dots$, the initial slope is

$$\boxed{K'=\frac{S/3}{-3K_0}=-\frac{C_{111}+6C_{112}+2C_{123}}{9K_0}}$$

**Numbers**

The sum is

$$S=-825-2706-128=-3659\ \text{GPa},$$

and $9K_0=882$ GPa, so

$$K'=\frac{3659}{882}=4.15.$$

The three constants contribute $0.935$, $3.068$ and $0.145$ in the order $C_{111}$, $C_{112}$, $C_{123}$. Although $C_{111}$ is the largest constant in magnitude, $C_{112}$ supplies about three quarters of the result because of its weight of 6.

The value is 1.2 percent below 4.2, so "near 4.2" is fair, but these inputs do not give 4.2 itself. Since $K'$ is proportional to $1/K_0$, the same third-order constants would give 4.2 with $K_0=96.8$ GPa.

The sign also has a simple meaning. For equal and opposite strains, with $\eta>0$,

$$W(-\eta)-W(\eta)=-S\eta^3.$$

A negative $S$ makes compression cost more energy than expansion by the same $|\eta|$, and the crystal stiffens under pressure.

**Where your extra 1 came from**

You can keep $\varepsilon$ if you convert the cubic coefficient. Inserting $\eta=\varepsilon+\tfrac12\varepsilon^2$ into the correct energy gives

$$W=\tfrac92K_0\varepsilon^2+\tfrac12(S+9K_0)\varepsilon^3+\dots$$

So your formula needs $S_\varepsilon=S+9K_0$ in place of $S$:

$$K'=1-\frac{S_\varepsilon}{9K_0}=1-\frac{S}{9K_0}-1=-\frac{S}{9K_0}.$$

The 1 in your formula is real for coefficients defined with $\varepsilon$. It was left uncancelled because your coefficient was defined with $\eta$.

The limit of a vanishing cubic term makes the same point. If $W$ is purely quadratic in $\eta$, then $K'=0$. If it is purely quadratic in $\varepsilon$, then $K'=1$. "No third-order term" is a statement about a chosen strain measure as well as about the material.

**A check on a different crystal**

A lattice with known forces can test both the weights 1, 6, 2 and the absence of an additive constant. Take a body-centred cubic lattice with the Morse pair energy

$$\phi(r)=e^{-2\alpha(r-1)}-2e^{-\alpha(r-1)},\qquad \alpha=4,$$

with distances in units of the pair minimum and energies in units of the well depth. The sum includes neighbours within four lattice constants at zero pressure, and the same neighbours are kept when the lattice is strained. This is a test model and does not represent silicon. At its zero-pressure spacing, strain derivatives of the lattice sum give, in reduced units, $K=58.82$, $C_{111}=-702.8$, $C_{112}=-213.5$ and $C_{123}=-279.0$. The formula then yields $K'=4.801$.

Differentiating the lattice energy directly with respect to volume, without using the elastic constants, also gives 4.801. An extra 1 would have been plainly visible.

**How far in pressure can you use it?**

The boxed result is the slope at $P=0$. To see what happens at finite pressure, take $\eta=-0.01$, so that $\lambda=\sqrt{0.98}$ and $V/V_0=0.970$. The energy cut after third order gives

$$P=\frac{2.94+0.183}{\sqrt{0.98}}=3.15\ \text{GPa},\qquad K=110.1\ \text{GPa}.$$

The average slope from zero pressure, $(K-K_0)/P$, is 3.85. At the smaller strain $\eta=-0.001$ it is 4.12, closer to 4.15 as it should be.

The drop follows from the next order of the expansion. Using $\lambda=1+\eta-\tfrac12\eta^2$ and $1/\lambda=1-\eta$ to the order needed,

$$P=-3K_0\eta+\left(3K_0-\tfrac12S\right)\eta^2+\dots,$$

$$K-K_0=\tfrac13S\eta+\left(\tfrac12K_0+\tfrac16S\right)\eta^2+\dots$$

Dividing, and replacing $S$ by $-9K_0K'$, gives

$$\frac{K-K_0}{P}=K'+\left(\tfrac32K'^2+\tfrac32K'-\tfrac16\right)\eta+\dots$$

The bracket is positive for $K'=4.15$, so the average slope falls when $\eta$ is negative.

The size of this fall should not be read as a property of silicon, because fourth-order constants enter at the same order. Add a term $Q\eta^4$ to $W$. Its leading contribution to $K$ is $\tfrac43Q\eta^2$, while its contribution to $P$ is of order $\eta^3$. Dividing by $P=-3K_0\eta$ changes the average slope by

$$-\frac{4Q}{9K_0}\eta,$$

which is also linear in $\eta$. With an illustrative $Q=10\,000$ GPa, the average slope at $\eta=-0.01$ becomes 4.25 instead of 3.85, while $K'$ at zero pressure stays at 4.15. The linear term alone gives a shift of 0.45; higher orders in $\eta$ reduce it to 0.40. This $Q$ is not a silicon value, and it is large enough to reverse the trend: the two terms linear in $\eta$ cancel at $Q\approx7000$ GPa. A third-order Birch–Murnaghan curve with the same $K_0$ and $K'$ corresponds to $Q\approx5700$ GPa, and its average slope at $\eta=-0.01$ still falls, but only to 4.09. Third-order constants fix the initial slope of $K(P)$; its curvature needs fourth-order information.

**Conditions on the inputs**

The reference state must be free of stress, since a linear term in $W$ would change the expressions for $P$ and $K$. The constants must also belong to one thermodynamic path: all isothermal, with $W$ the free energy, or all adiabatic, with $W$ the internal energy at fixed entropy. The derivative $K'$ is then taken along that same path. I have used your constants as given and have not estimated corrections for a mixed set.

The main values quoted here can be compared with the numerical output below.

## Computed results

```
Given constants
C111 = -825 GPa
C112 = -451 GPa
C123 = -64 GPa
K0 = 98 GPa
Pressure derivative at P = 0
6*C112 = -2706 GPa
2*C123 = -128 GPa
S = C111 + 6*C112 + 2*C123 = -3659 GPa
9*K0 = 882 GPa
part of K' from C111 = 0.9354 (no unit)
part of K' from C112 = 3.0680 (no unit)
part of K' from C123 = 0.1451 (no unit)
K' from formula = 4.1485 (no unit)
K' from volume derivatives = 4.1485 (no unit)
deviation from 4.2 = -1.23 percent
K0 that would give 4.2 = 96.80 GPa
K' with linear stretch misused = 5.1485 (no unit)
Finite compression, energy cut after third order
eta = -0.001: V/V0 = 0.99700 (no unit)
  P = 0.2961 GPa, K = 99.2191 GPa
  secant slope (K-K0)/P = 4.1169 (no unit)
eta = -0.010: V/V0 = 0.97015 (no unit)
  P = 3.1547 GPa, K = 110.1407 GPa
  secant slope (K-K0)/P = 3.8485 (no unit)
Added energy term Q*eta^4 with Q = 10000 GPa, eta = -0.010
  P = 3.1681 GPa, K = 111.4651 GPa
  secant slope = 4.2502 (no unit)
  K' at P = 0 = 4.1485 (no unit)
Morse bcc test lattice, reduced units
range parameter = 4, lattice constant = 1.01238
K = 58.8246
C111 = -702.845, C112 = -213.516
C123 = -278.959
K' from elastic constants = 4.801204 (no unit)
K' from energy-volume curve = 4.801204 (no unit)
```
